Two Sphere Sizes Converting Under Ginstling-Brounshtein Kinetics

**The problem**

A powder consists of dense spheres of one solid. Half of its mass is in spheres of radius R and half in spheres of radius 2R. All of them begin to react with the surrounding gas at the same moment. Each sphere keeps a sharp unreacted core inside a shell of solid product, and diffusion through this shell sets the rate, as in the Ginstling-Brounshtein model. What fraction of the whole powder has been converted when the smaller spheres finish?

These assumptions define the model:

- The product fills the same volume as the solid it replaces, so the outer radius of a sphere does not change.
- The concentration profile in the shell is at each moment the steady profile for the current core radius.
- The concentrations at the outer surface and at the core are fixed, and they are the same for both sizes. So is the temperature.
- Conversion means the fraction of the original solid that has been consumed, by mass.

**A tempting solution, which is wrong**

Diffusion through a growing layer gives a parabolic law. If δ is the depth to which the solid has been consumed, then

δ² = 2κt,

with a constant κ that belongs to the material and the gas, not to the particle. At any given time the depth is therefore the same in every sphere. The small spheres finish when δ = R. At that moment the large spheres have also lost a depth R, which leaves a core of radius 2R − R = R. The unconverted fraction of a large sphere is

(R/2R)³ = 1/8,

so its conversion is 7/8. Since the two sizes have equal masses, the overall conversion is

(1 + 7/8)/2 = 0.9375,

or about 94 percent.

**Where the argument fails**

The averaging by mass is sound, and so is the geometry of the core. The fault is the statement that δ is the same in both sizes. The parabolic law was derived for a flat layer, and it has been used here down to a core of zero radius, where the layer is anything but flat.

To see what curvature does, take a sphere of initial radius R₀ whose core now has radius r. Let c(ρ) be the concentration of the species that diffuses inward, at distance ρ from the centre, and let D be its diffusivity. In a steady state nothing accumulates in the shell, so the same total inward current Q crosses every spherical surface between r and R₀:

Q = 4πρ² D dc/dρ.

Divide by 4πDρ² and integrate from the core to the outer surface. The concentration rises by ΔC on the way, and the integral of 1/ρ² from r to R₀ is 1/r − 1/R₀. Hence

ΔC = (Q/4πD)(1/r − 1/R₀),

Q = 4πDΔC/(1/r − 1/R₀).

Let n be the amount of the diffusing species needed to convert a unit volume of solid. The core volume 4πr³/3 shrinks at the rate −4πr² dr/dt, where the minus sign makes the rate positive because r decreases. The current must supply this consumption:

−4πr² n dr/dt = 4πDΔC/(1/r − 1/R₀).

With κ = DΔC/n, which has the dimension of length squared per time, this becomes

−r² dr/dt = κ/(1/r − 1/R₀).

Now write the bracket as (R₀ − r)/(rR₀) and use δ = R₀ − r, so that dδ/dt = −dr/dt. Then

dδ/dt = (κ/δ)(R₀/r).

The first factor is the flat-layer result, since dδ/dt = κ/δ integrates to δ² = 2κt. The second factor, R₀/r, is the effect of curvature: the current converges on a core whose area is smaller than that of the outer surface. The factor is close to 1 while the shell is thin, and it grows as the core shrinks.

At equal depth this factor differs between the two sizes. When δ = R/2, the small sphere has r = R/2 and a factor of 2. The large sphere has r = 3R/2 and a factor of 4/3. The small sphere therefore moves ahead in depth, and by the time it finishes the large one has lost less than R. The value of 94 percent is too high.

**The right solution: the time law**

Return to the equation for r and separate the variables. Multiplying by 1/r − 1/R₀ gives

−(r − r²/R₀) dr = κ dt.

At t = 0 the core radius is R₀. Integrate to the time t, and use the minus sign to exchange the limits on the left:

κt = ∫ from r to R₀ of (r' − r'²/R₀) dr'
= (R₀² − r²)/2 − (R₀³ − r³)/(3R₀)
= R₀²/6 − r²/2 + r³/(3R₀).

Multiply by 6/R₀² and let u = r/R₀ be the relative core radius:

6κt/R₀² = 1 − 3u² + 2u³.

The conversion of the sphere is x = 1 − u³. Substituting u³ = 1 − x on the right gives

1 − 3(1 − x)^(2/3) + 2(1 − x) = 3[1 − 2x/3 − (1 − x)^(2/3)],

which is the Ginstling-Brounshtein law in its usual form. For the present purpose the form in u is easier to handle.

The sphere is finished when u = 0. Its finishing time is

t_f = R₀²/(6κ).

The flat law with δ = R₀ would have given R₀²/(2κ), three times as long. The time law can now be written

t/t_f = 1 − 3u² + 2u³.

The right side contains no radius, so all sizes follow one curve when time is measured in units of their own finishing time. The finishing time grows as the square of the radius. When the small spheres finish, the large ones are therefore at one quarter of their own finishing time.

**The core of the large spheres**

It remains to solve

1 − 3u² + 2u³ = 1/4.

The left side has the derivative −6u + 6u² = −6u(1 − u), which is negative for 0 < u < 1. It falls from 1 at u = 0 to 0 at u = 1, so there is one solution in this interval. To find it in closed form, remove the quadratic term by setting u = 1/2 + s. The powers are

u² = 1/4 + s + s²,
u³ = 1/8 + 3s/4 + 3s²/2 + s³.

The constant terms add up to 1 − 3/4 + 1/4 = 1/2. The terms in s give −3s + 3s/2 = −3s/2. The terms in s² give −3s² + 3s² = 0. The equation is now

1/2 − 3s/2 + 2s³ = 1/4.

Multiply by 2 and move the constant to the right:

4s³ − 3s = −1/2.

The identity cos 3θ = 4cos³θ − 3cos θ suggests s = cos θ, which turns the equation into

cos 3θ = −1/2.

The angles θ = 40°, 80° and 160° give the three roots of the cubic. Their values of u = 1/2 + cos θ are about 1.27, 0.67 and −0.44. A core radius must lie between 0 and R₀, which selects θ = 80°. Since cos 80° = sin 10°,

u = 1/2 + sin 10° = 0.6736.

The large spheres thus still have a core of radius 0.6736 × 2R = 1.347R, where the tempting solution had R. Their conversion is

x = 1 − 0.6736³ = 0.694.

**The answer**

The small spheres have conversion 1, the large ones 0.694, and each size carries half of the mass:

X = (1 + 0.694)/2 = 1 − (1/2)(1/2 + sin 10°)³ = 0.847.

About 85 percent of the powder is converted when the smaller spheres finish. Neither R nor κ appears in the result. Direct numerical integration of the shell resistance, without the integrated law or the trigonometric root, gives the same 0.847.

The weights deserve care. Equal masses mean eight small spheres for each large one, because a large sphere has eight times the volume. Had the powder held equal numbers of the two sizes, the small ones would carry 1/9 of the mass, and the overall conversion at the same moment would be

(1 + 8 × 0.694)/9 = 0.73.

More generally, if a mass fraction m is in the small spheres, the conversion at this moment is m + 0.694(1 − m).

The wrong value of 0.9375 does belong to this powder, but at a later time. It requires u = 1/2 in the large spheres, and 1 − 3/4 + 1/4 = 1/2, so they reach it at half of their finishing time. That is twice the finishing time of the small ones.

**Early times and late times**

For a thin shell, put u = 1 − ε with ε = δ/R₀ small. Then

1 − 3(1 − ε)² + 2(1 − ε)³ = 3ε² − 2ε³ ≈ 3ε²,

and x ≈ 3ε. To leading order

t/t_f = 3ε², x = √(3t/t_f).

In this regime δ² = R₀²ε² = R₀²t/(3t_f) = 2κt, so the flat law is recovered and the depth is indeed common to both sizes. The large spheres, with a finishing time four times longer, then have half the conversion of the small ones. The ratio rises later. It is 0.391/0.694 = 0.56 at one quarter of the small spheres' finishing time, and 0.694 when they finish.

Near the end of a sphere's life, the depth and the conversion behave differently. The core radius shrinks at a speed proportional to 1/(uδ), which diverges as u → 0. The conversion rate follows from dx = −3u² du and d(t/t_f) = −6u(1 − u) du:

dx/d(t/t_f) = u/[2(1 − u)].

This goes to zero with u. The last part of the core moves fast but holds very little material.

**When the temperature changes during the reaction**

If κ depends on time, the separated equation still integrates, with κt replaced by the integral of κ over time. Both sizes share this integral as long as they share the temperature and the gas. The small spheres finish when it equals R²/6, and the large ones are then again at one quarter of the value they need. The finishing time changes, but X does not. For a κ that grows as exp(t/200 s), with the particle sizes of the next section, numerical integration in time gives X = 0.847.

**An example: iron powder oxidizing to FeO**

Take iron spheres of radii 25 and 50 µm in air at 1073 K, and treat the scale as FeO alone. In FeO it is mainly iron that moves, outward by way of vacant iron sites. The vacancies travel inward from the outer surface to the metal, and they are the diffusing species of the model. For the parabolic constant of a flat scale take the round value k_p = 1 µm²/s, defined by y² = k_p t for the scale thickness y. This fixes the order of magnitude only; published fits for iron in air at this temperature tend to lie nearer 3 µm²/s. The isothermal times below scale as 1/k_p, while the isothermal values of X do not depend on it.

To obtain κ from k_p, the volume change must be taken into account. Bcc iron has two atoms in its cubic cell and FeO has four iron atoms in its own. With rough lattice constants of 2.87 and 4.30 Å, the ratio of product volume to metal volume is

Z = (4.30³/4)/(2.87³/2) = 1.682.

On a flat surface a consumed depth δ leaves a scale of thickness y = Zδ. The diffusion balance is dδ/dt = κ/y, so dy/dt = Zκ/y and y² = 2Zκt. Comparison with y² = k_p t gives

κ = k_p/(2Z) = 1/(2 × 1.682) = 0.297 µm²/s.

The Ginstling-Brounshtein finishing times are

small: 25²/(6 × 0.297) ≈ 350 s,
large: 4 × 350 ≈ 1400 s.

At 350 s the large spheres have a metal core of radius 0.6736 × 50 = 33.7 µm, so they have lost a depth of 16.3 µm while the small ones have lost 25 µm. In this model the overall conversion is 0.54 at 88 s, 0.70 at 175 s and 0.85 at 350 s. It then takes until about 1400 s to convert the remaining 15 percent. These times are too short for iron. The fixed-radius law takes the shell to be only δ thick, so its flat limit is δ² = 2κt = 0.595 µm²/s × t, whereas the stated k_p gives δ² = k_p t/Z² = 0.354 µm²/s × t. The next section repairs this.

**What the growing scale changes**

FeO needs 1.68 times the volume of the iron it replaces, so the assumption of a fixed outer radius is violated. Suppose that the scale stays dense, spherical and in contact with the core. Since iron moves outward and new oxide forms at the outer surface, this requires the scale to deform inward as the metal recedes; where it cannot, the particle becomes hollow and the model no longer applies. The outer radius R_out then follows from adding the volumes of core and product:

R_out³ = r³ + Z(R₀³ − r³) = ZR₀³ + (1 − Z)r³.

The shell resistance becomes 1/r − 1/R_out, and the time law is

κt = ∫ from r to R₀ of (r' − r'²/R_out) dr'.

The first term gives (R₀² − r²)/2 as before. For the second, differentiate the volume relation: R_out² dR_out = (1 − Z)r² dr. Thus r² dr/R_out = R_out dR_out/(1 − Z). With w = R_out/R₀ at core radius r, the variable R_out runs from wR₀ to R₀, and the second integral is

R₀²(1 − w²)/[2(1 − Z)] = R₀²(w² − 1)/[2(Z − 1)].

Multiplying the difference by 2/R₀² gives the Carter form

2κt/R₀² = 1 − u² − (w² − 1)/(Z − 1), w³ = Z + (1 − Z)u³.

The right side still depends on u alone, so the large spheres are again at one quarter of their finishing time when the small ones finish. The curve itself has changed, however. At the same κ, the small spheres now finish at 412 s instead of 350 s, and X is 0.827 instead of 0.847. For iron, the volume change thus lowers the answer by two percentage points. At a fixed time the change is larger: the overall conversion is 0.467 at 88 s, 0.625 at 175 s and 0.795 at 350 s, and the large spheres finish at about 1650 s. The value of Z counted every iron site as filled. With 5 to 10 percent of the sites vacant, Z is 1.77 to 1.87, and at the same k_p the small spheres finish at about 440 to 470 s, while X stays near 0.82.

**A surface reaction in series: the linear-parabolic case**

The gas may also need a finite driving force to react at the outer surface. Return to a fixed outer radius and let this step be first order with rate constant k. The current it passes is 4πR₀²k times the concentration difference that drives it. That difference, Q/(4πR₀²k), adds to the drop across the shell. With L = D/k, which is a length, the total difference is

ΔC = (Q/4πD)(1/r − 1/R₀ + L/R₀²).

The new term adds to κt the integral of r'²L/R₀² from r to R₀, which is L(R₀³ − r³)/(3R₀²) = LR₀x/3. Multiplying by 6/R₀² gives

6κt/R₀² = 1 − 3u² + 2u³ + 2(L/R₀)x.

For a thin shell the right side is 3δ²/R₀² + 6Lδ/R₀² to leading order, and the law reduces to δ² + 2Lδ = 2κt. This is the linear-parabolic law of a flat layer, linear while δ is much smaller than L.

The scaling with R₀² is now lost, because L/R₀ differs between the sizes. With an assumed L of 1 µm, chosen to show the size of the effect, the small spheres finish later by the factor 1 + 2 × 1/25 = 1.08, at 378 s. The overall conversion is then 0.843.

In the opposite limit the surface step controls alone. Then 6κt/R₀² = 2(L/R₀)x, so x = 3κt/(LR₀) and the finishing time is proportional to R₀. The large spheres are half converted when the small ones finish, and X = (1 + 1/2)/2 = 0.75. An observed value well below 0.85 is thus consistent with a step at the outer surface, provided that the volume change has been allowed for and the sizes are well known, but it does not prove one. Control by diffusion through the surrounding gas makes the time proportional to R₀²x, which leaves the large spheres at x = 1/4 and gives X = 0.625. A step at the core interface acts in the opposite direction: when it controls alone, the depth is the same in both sizes and X = 0.9375.

**How far the model holds for the real powder**

The steady profile ignores the diffusing species stored in the shell. Its importance is governed by ΔC/n, for which 0.05 is a rough value in FeO. Solving the full diffusion problem with a moving core boundary and a fixed outer radius gives X = 0.850 and a small-sphere finishing time of 365 s. The time rises by 4 percent relative to the steady model, and X by 0.3 percentage points. This treats the shell as a medium at rest. In FeO the lattice moves inward to stay on the metal, which alters the time correction at the same order in ΔC/n, so the 4 percent shows only its size; with the lattice moving, the rise is about 2 percent. X remains 0.85 at fixed outer radius, and with the growing scale storage moves it from 0.827 to 0.830.

Oxidation also releases heat, roughly 270 kJ per mole of iron. For isolated spheres that lose heat by conduction through still gas, a steady estimate gives a temperature rise of about 5 K in the small and 9 K in the large spheres when the small ones are 10 percent converted. With a rough activation energy of 1.5 eV, the rate constants then differ by about 7 percent. At 50 percent conversion of the small spheres the difference is about 1 percent. Letting the heating act back on κ and including the heat capacity of the particle raises the earlier figures to about 10 K in the large spheres and 8 percent, and moves X only from 0.847 to 0.848 for this k_p. The steady estimate grows without limit towards the start, where the steady flux diverges, so it should not be used there. With the heat capacity included and an initial scale of 10 nm, the temperature rise passes through an early peak of about 50 K at fixed outer radius and about 35 K with the growing scale. The peak hardly depends on size, because the cooling time and the reaction time both scale as R₀². It grows quickly with k_p: an isolated particle runs away thermally above about 4 µm²/s at fixed radius and about 7 µm²/s with the growing scale, or about 4.5 µm²/s with the growing scale if the activation energy is 1.75 eV. Once past the very start, oxygen supply is no obstacle for an isolated particle: at the earlier of these two moments a large sphere needs about 0.25 percent of what diffusion through the gas could deliver.

A thick bed is a different matter. Dividing the reaction heat by a rough heat capacity of 55 J/(mol K) gives a temperature rise of about 4900 K. The powder would not really heat up by this much, since the rate law and the materials would change long before, but it shows that heat removal cannot be neglected. The example therefore applies at best to a thinly spread powder, and only if k_p is well below the runaway values above. Real iron particles in air at 1073 K may be close to that limit.

With the values used here, the growth of the scale moves the result from 85 to about 83 percent, more than storage in the shell or a surface step with L = 1 µm. That L was only assumed, and a larger one would lower X further. The limit is 75 percent at fixed outer radius. With the growing scale, R_out advances at the same speed in both sizes, so the large spheres have w = (1 + Z^(1/3))/2 and x = (w³ − 1)/(Z − 1) = 0.457, and the limit is 73 percent. Each was evaluated separately at the same κ, so the shifts need not add. Cracks in the scale, gaps between scale and core, and a spread of radii within each size are not included. In air, thin outer layers of higher oxides form as well, and finished particles go on taking up oxygen. The conversions given here count metal consumed and cannot be read directly from a weight gain. The numerical output below lists the values used.

Calculated quantities

```
core ratio u of large spheres: 0.673648
conversion of large spheres: 0.69430
overall conversion X, closed form: 0.84715
overall conversion X, quadrature: 0.84715
X with rate constant rising in time: 0.8471
small, large radius: 25, 50 um
temperature: 1073 K
flat-scale parabolic constant kp: 1.0 um^2/s
lattice constants Fe, FeO: 2.87, 4.30 angstrom
volume ratio Z: 1.682
kappa: 0.2973 um^2/s
finishing time, small spheres: 350 s
finishing time, large spheres: 1401 s
large core radius when small finish: 33.68 um
t=88 s: x small 0.6943, x large 0.3908, overall 0.5425
t=175 s: x small 0.8750, x large 0.5274, overall 0.7012
t=350 s: x small 1.0000, x large 0.6943, overall 0.8471
t=701 s: x small 1.0000, x large 0.8750, overall 0.9375
t=1401 s: x small 1.0000, x large 1.0000, overall 1.0000
with scale expansion: X 0.8266, small finish 412 s
surface-step length L (assumed): 1.0 um
with surface step: X 0.8432, small finish 378 s
surface step alone: X 0.7500
storage ratio dC/n (rough): 0.05
with storage: X 0.8499, small finish 365 s
reaction heat (rough): 270 kJ/mol Fe
heat capacity (rough): 55 J/(mol K)
gas conductivity (rough): 0.07 W/(m K)
oxygen diffusivity in gas (rough): 2.0e-04 m^2/s
activation energy (rough): 1.5 eV
at small x=0.1: heating small 4.51 K, large 9.23 K
  rate difference from heating: 7.1 percent
  oxygen demand/supply limit, large: 2.5e-03
at small x=0.5: heating small 0.62 K, large 1.46 K
  rate difference from heating: 1.3 percent
  oxygen demand/supply limit, large: 4.0e-04
heat/heat capacity, no heat loss: 4909 K
```
